The Milne Relation from Microscopic Reversibility, Checked against Thermal Equilibrium, part 2

A photon can ionize an atom, and an ion can capture a free electron while emitting a photon. The problem is to relate the cross sections of these two reverse processes, and now to check that relation.

Atomic level n has ionization energy I and g_n substates, electron spin included; the chosen ion level has g_+ substates. For hydrogen, with nuclear spin left out of both weights, g_+ = 1, and g_n = 2 for 1s. The ion is at rest and its recoil is neglected. The free electron has mass m, speed v and momentum p = mv; the photon has frequency ν and momentum q = hν/c. Here h is Planck's constant, ħ = h/(2π), and c is the speed of light.

The photoionization cross section σ_ion is for the chosen ion level only. The recombination cross section σ_rec is for spontaneous emission and direct capture into n. Each is averaged over initial substates, spins and polarizations, and summed over final ones.

Time reversal and hermiticity of the coupling to radiation gave the Milne relation

σ_rec(v) = (g_n/g_+) [hν/(mcv)]² σ_ion(ν),
hν = I + mv²/2,

or, with electron spins and photon polarizations counted explicitly,

2g_+ p² σ_rec = 2g_n q² σ_ion.

For slow electrons, if σ_ion is nonzero at threshold,

σ_rec ≈ (g_n/g_+) [I/(mcv)]² σ_ion(threshold),

which grows as 1/v². In isotropic, unpolarized radiation with mean occupation n̄(ν) per mode, stimulated emission makes the total recombination cross section

σ_rec (1 + n̄).

Rates come from Fermi's golden rule: 2π/ħ times the squared matrix element |M|² times the density of final states. In a box of volume V, one photon has flux c/V and one electron has flux v/V. The state densities per unit energy and solid angle, for each spin or polarization, are

ρ_e = Vp²/(h³v),
ρ_γ = Vq²/(h³c).

Q: Before you bring in a gas, state what you are taking from the argument so far.

A: Level n has weight g_n and ionization energy I; the ion level has weight g_+. An electron of mass m and speed v has momentum p = mv, and the photon has momentum q = hν/c, with hν = I + mv²/2. The cross sections are σ_ion for photoionization and σ_rec for spontaneous recombination, each averaged over initial substates and summed over final ones. Microscopic reversibility gave

g_+ p² σ_rec = g_n q² σ_ion.

In isotropic, unpolarized radiation with n̄ photons per mode, recombination has the additional factor 1 + n̄.

Q: In equilibrium, ionization must balance recombination. Which distributions will you need?

A: There are three. Let k_B be Boltzmann's constant and T the temperature. The Planck occupation is

n̄ = 1/(e^{hν/k_BT} − 1).

The Maxwell speed distribution, normalized to one electron, is

f(v) = 4π [m/(2πk_BT)]^{3/2} v² e^{−mv²/(2k_BT)}.

The third is Saha's equation for the densities N_e of electrons, N_+ of ions in the chosen level, and N_n of atoms in level n.

Q: Derive Saha's equation. Its weights are the very thing in dispute.

A: In a dilute ideal gas, the density of a species is e^{μ/k_BT} times its partition function per unit volume, where μ is its chemical potential. For electrons that partition function is

(2/h³) ∫d³p e^{−p²/(2mk_BT)} = 2(2πmk_BT/h²)^{3/2}.

The 2 counts spin. Atom and ion have nearly the same mass, so their translational factors cancel in the ratio. The atom lies lower in energy by I, which leaves (g_+/g_n)e^{−I/k_BT} for the ratio of ion to atom. Equilibrium requires μ_n = μ_+ + μ_e, so the exponentials of the chemical potentials cancel as well:

N_eN_+/N_n = (2g_+/g_n) (2πmk_BT/h²)^{3/2} e^{−I/k_BT}.

Q: Now the balance, one frequency interval at a time.

A: The number of photon modes per unit volume in dν is

2·4πq² dq/h³ = (8πν²/c³) dν.

Multiplying by n̄ and by the speed c gives the photon flux summed over directions. Each atom in level n is therefore ionized at the rate

dΓ = (8πν²/c²) n̄ σ_ion dν.

This equals (4πB_ν/hν)σ_ion dν, because the Planck intensity is B_ν = (2hν³/c²)n̄.

The recombination rate per unit volume, divided by N_n, is

dR = (N_eN_+/N_n) f(v) v σ_rec (1 + n̄) dv.

Energy conservation gives h dν = mv dv, hence dv = h dν/(mv). The temperature-dependent prefactors of Saha and Maxwell combine to

(2πmk_BT/h²)^{3/2} [m/(2πk_BT)]^{3/2} = m³/h³.

The two exponentials combine to e^{−(I+mv²/2)/k_BT} = e^{−hν/k_BT}. Thus

dR = (2g_+/g_n)·4π(m³/h³)·v²·v·[h/(mv)]·e^{−hν/k_BT}(1 + n̄)σ_rec dν
= (8πg_+/g_n)(p²/h²) e^{−hν/k_BT}(1 + n̄)σ_rec dν.

Q: There is still a temperature in it.

A: The Planck occupation removes it. From its definition,

1 + n̄ = e^{hν/k_BT}/(e^{hν/k_BT} − 1) = e^{hν/k_BT} n̄,

so e^{−hν/k_BT}(1 + n̄) = n̄. Setting dΓ = dR and cancelling 8πn̄ dν gives

(ν²/c²)σ_ion = (g_+/g_n)(p²/h²)σ_rec.

Multiplication by g_nh² turns this into

g_n q² σ_ion = g_+ p² σ_rec.

This is the Milne relation, with every numerical factor recovered.

Q: But you assumed balance in each frequency interval. Is that not reversibility under another name?

A: Yes. The interval-by-interval balance is detailed balance, so this is a consistency check and not a proof from unrelated principles. One part of the assumption can be weakened. Suppose that ionization from n and recombination into n balance in total at every temperature, without assuming balance at each frequency. Define

D(ν) = (ν²/c²)σ_ion − (g_+/g_n)(p²/h²)σ_rec.

The total balance is ∫D n̄ dν = 0. With β = 1/(k_BT) and F(β) = ∫D e^{−βhν}dν, the expansion n̄ = e^{−βhν} + e^{−2βhν} + … gives

F(β) + F(2β) + F(3β) + … = 0

for every β. Subtract the same equation with β replaced by 2β, which removes the even multiples. Then remove the remaining multiples of 3, of 5 and so on. What is left is F(β) plus terms F(jβ) with ever larger j. These fall at least as fast as e^{−(j−1)βI}, because hν ≥ I, so their sum tends to zero and F(β) = 0. A continuous D whose Laplace transform vanishes for every β is itself zero. The Milne relation then follows at each frequency.

Q: What if I leave out stimulated recombination?

A: Then the balance, with the Milne relation inserted, reads n̄ = e^{−hν/k_BT}. That is the Wien form, which approximates Planck's when hν ≫ k_BT. With stimulated recombination the balance is

n̄ = e^{−hν/k_BT}(1 + n̄),

whose solution is the Planck occupation.

Q: I would still like to see two cross sections that were not calculated from one another.

A: Use nonrelativistic hydrogen with a fixed proton and no fine structure, in the dipole approximation. Take atomic units, in which ħ, m, the elementary charge and 4πε₀ are 1, so c = 1/α, with α the fine-structure constant. Let ω be the photon energy; numerically p = v.

The dipole coupling of an electron at r to the electric field is r·E. In a mode of the box, the mean square field is 𝓔²(2N + 1) for N photons. Electric and magnetic energies are equal, so the field energy is V𝓔²(2N + 1)/(4π). Setting it equal to ω(N + ½) gives

𝓔² = 2πω/V.

Hence |M|² = (2πω/V)|⟨f|ε·r|i⟩|² for polarization ε.

Q: Turn that into σ_ion.

A: Use final states normalized per unit energy, so that the density of states is contained in them. The golden rule gives cσ_ion/V = 2π(2πω/V)Σ|⟨f|ε·r|n⟩|². Averaging over directions replaces |ε·r|² by one third of the sum over the three components:

σ_ion = (4π²αω/3) Σ_l w_l R_l²,

R_l = ∫P_n(r) r P_{El}(r) dr.

Here P_n and P_{El} are the bound and continuum radial functions, each multiplied by r. At large distance P_{El} has amplitude √(2/(πp)) when the local momentum has reached p. This follows from ∫sin(pr)sin(p′r)dr = (π/2)δ(p − p′) and δ(p − p′) = pδ(E − E′).

The angular weights w_l follow from the unit vector r/r acting on the initial angular function. From 1s it gives a pure l = 1 function of unit norm, so w₁ = 1. From 2p it gives l = 0 and l = 2. For the m = 0 substate the l = 0 amplitude is ∫Y₀₀ cosθ Y₁₀ dΩ = 1/√3, so w₀ = 1/3, and the remaining norm is w₂ = 2/3. Rotational invariance gives the same weights for the other substates.

Q: And recombination, without reusing those radial waves?

A: Take a scattering wave ψ_p of unit incident density and define D = ⟨n|r|ψ_p⟩ for each orbital substate. The photon density per unit energy and solid angle is Vα³ω²/(8π³). The sum over polarizations and directions of |ε·D|² is (8π/3)|D|². The emission rate is therefore

2π·2πω·[α³ω²/(8π³)]·(8π/3) Σ|D|² = (4/3)α³ω³ Σ|D|².

Dividing by the incident flux v gives

σ_rec = [4α³ω³/(3v)] Σ|D|².

For motion along z, try ψ_p = C e^{ipz}g(x), with x = ip(r − z). Write η = r − z. Since |∇η|² = 2η/r, ∇²η = 2/r and ∂η/∂z = −η/r, the Schrödinger equation becomes

x g″ + (1 − x)g′ − (i/p)g = 0.

Its regular solution is the confluent hypergeometric function ₁F₁(i/p, 1, x). The known large-distance form of that function has magnitude e^{−π/(2p)}/|Γ(1 − i/p)|. Unit incident density therefore requires

|C|² = e^{π/p}|Γ(1 − i/p)|² = (2π/p)/(1 − e^{−2π/p}).

The numerical calculation integrates this three-dimensional wave directly.

Q: Spin has disappeared from both formulas. How can the ratio know that g_n = 2 for 1s?

A: The electron keeps its spin in this coupling, so the spin average and sum give 1 in each cross section. Let g_orb be the number of orbital substates. Summing over energy-normalized states is the same as integrating unit-density scattering waves over direction with weight p/(8π³). After averaging over the initial orbitals,

σ_ion = (4π²αω/3)·4π·[p/(8π³)]·Σ|D|²/g_orb
= 2αωp Σ|D|²/(3g_orb).

Dividing the recombination formula by this, with v = p, gives

σ_rec/σ_ion = 2g_orb(αω/p)².

The 2 comes from the photon polarizations, and 2g_orb happens to equal g_n because the atom has two electron-spin states.

Q: Follow one case with numbers.

A: Take 1s and an electron energy of 1 eV. The photon energy is 13.6057 + 1 = 14.6057 eV. The momenta are

p = 5.4027 × 10⁻²⁵ kg m/s,
q = 7.8057 × 10⁻²⁷ kg m/s,

so (q/p)² = 2.087 × 10⁻⁴. The radial calculation gives σ_ion = 5.214 × 10⁻¹⁸ cm². This is the fixed-proton value; with the reduced mass of real hydrogen, I is 13.598 eV and σ_ion at 1 eV is about 0.1% larger, 5.220 × 10⁻¹⁸ cm². With g_n/g_+ = 2, the Milne relation predicts

σ_rec = 2 × 2.087 × 10⁻⁴ × 5.214 × 10⁻¹⁸ cm²
≈ 2.18 × 10⁻²¹ cm².

The scattering-wave calculation gives 2.177 × 10⁻²¹ cm², equal to the unrounded prediction to the four digits shown.

Q: One agreement could be luck.

A: The same comparison was made for 1s and 2p at 0.1, 1 and 10 eV. Dividing σ_rec/σ_ion by (q/p)² gives 2.000 in all three 1s cases and 6.000 in all three 2p cases, to three decimals. These are the expected weights. The program tests each direct recombination cross section against the Milne prediction with a relative tolerance of 10⁻³.

The slow-electron limit is visible too. For 1s, σ_rec rises from 2.177 × 10⁻²¹ cm² at 1 eV to 2.273 × 10⁻²⁰ cm² at 0.1 eV, a factor of 10.4. A pure 1/v² law would give 10. The remaining factor is the change in (hν)²σ_ion, as the Milne relation requires.

Q: Finally, show me a thermal case in which stimulated recombination matters.

A: Take 2p at 20000 K, where I/k_BT = 1.97. Integrating the computed cross sections over the Planck and Maxwell distributions gives

photoionization rate: 1.1187 × 10⁷ s⁻¹,
spontaneous coefficient: 3.2442 × 10⁻¹⁴ cm³/s,
stimulated coefficient: 0.2922 × 10⁻¹⁴ cm³/s.

Balance then requires

N_eN_+/N_n = 1.1187 × 10⁷/(3.5364 × 10⁻¹⁴) cm⁻³
= 3.163 × 10²⁰ cm⁻³.

Saha's equation also gives 3.163 × 10²⁰ cm⁻³. The ratio from the rates lies below Saha's value by about 6 × 10⁻⁶ of that value. This is numerical error, not a physical offset, and it is well inside the tolerance of 10⁻³ that the program tests. Without the stimulated part, the ratio from the rates would be 9.0% above Saha's value.

At a photon energy of 4.4014 eV, solving the balance for n̄, with the two computed cross sections, Saha's density ratio and the Maxwell distribution as input, gives 0.0843, the Planck value. Leaving out stimulated recombination gives 0.0778, the Wien value. The factor 1 + n̄ is inserted here, not computed, and any pair of cross sections that obeys the Milne relation gives these same two numbers. The comparison therefore tests the Milne relation once more, and shows that the balance agrees with Planck's law only when the stimulated factor is kept.

Calculated quantities

```
Hydrogen, fixed proton; g_ion = 1
Level 1s: g_n = 2, ionization energy = 13.6057 eV
 electron energy 0.1 eV, photon 13.7057 eV:
  sigma_ion = 6.1821e-18 cm^2
  sigma_rec, direct = 2.2727e-20 cm^2
  weight ratio found from both = 2.0001
 electron energy 1.0 eV, photon 14.6057 eV:
  sigma_ion = 5.2144e-18 cm^2
  sigma_rec, direct = 2.1769e-21 cm^2
  weight ratio found from both = 2.0000
 electron energy 10.0 eV, photon 23.6057 eV:
  sigma_ion = 1.3926e-18 cm^2
  sigma_rec, direct = 1.5186e-22 cm^2
  weight ratio found from both = 2.0000
Level 2p: g_n = 6, ionization energy = 3.4014 eV
 electron energy 0.1 eV, photon 3.5014 eV:
  sigma_ion = 1.2396e-17 cm^2
  sigma_rec, direct = 8.9227e-21 cm^2
  weight ratio found from both = 6.0002
 electron energy 1.0 eV, photon 4.4014 eV:
  sigma_ion = 6.0882e-18 cm^2
  sigma_rec, direct = 6.9243e-22 cm^2
  weight ratio found from both = 6.0000
 electron energy 10.0 eV, photon 13.4014 eV:
  sigma_ion = 1.5005e-19 cm^2
  sigma_rec, direct = 1.5821e-23 cm^2
  weight ratio found from both = 6.0000
Worked case: 1s, electron energy 1 eV
 electron speed = 5.9310e+05 m/s
 electron momentum = 5.4027e-25 kg m/s
 photon momentum = 7.8057e-27 kg m/s
 squared momentum ratio photon/electron = 2.0873e-04
 sigma_rec from Milne = 2.1769e-21 cm^2
 direct/Milne - 1 = 6.1e-07
Thermal balance: level 2p, T = 20000 K
 kT = 1.7235 eV, I/kT = 1.9736
 photoionization rate = 1.1187e+07 s^-1
 spontaneous recombination = 3.2442e-14 cm^3/s
 stimulated recombination = 2.9219e-15 cm^3/s
 Ne*Nion/Nn from the rates = 3.1634e+20 cm^-3
 Ne*Nion/Nn from Saha = 3.1635e+20 cm^-3
 rates/Saha - 1 = -5.6e-06
 same without stimulated part = 0.0901
Photon occupation at 4.4014 eV, same T
 from balance = 0.08434, Planck = 0.08434
 without stimulated part = 0.07778, Wien = 0.07778
```
